# Parratt recursion with interface roughness: accuracy and inversion for oxide on silicon

Before an X-ray reflectivity curve is fitted to obtain an oxide thickness, one has to decide how each interface enters the calculation. It can be cut into many thin slices, which is slow inside a fit, or it can be represented by one exponential factor. The choice is safe if the error of the factor lies well below the measurement error. A second decision follows: how many digits of the fitted thickness to believe. Both need an error estimate.

## The recursion for sharp interfaces

Let $z$ increase into the sample, let fields vary as $e^{-i\omega t}$, and let the electric field be parallel to the surface (s polarization). Layer $j$ has permittivity $1+\chi_j$ with $\chi_j=-2\delta_j+2i\beta_j$. Layer 0 is vacuum and the last layer is the substrate. With $\kappa=2\pi/\lambda$ (listed as k0 in the numerical output) and grazing angle $\theta$, the field obeys

$$E''+k_j^2E=0,\qquad k_j=\kappa\sqrt{\sin^2\theta+\chi_j},\qquad \operatorname{Im}k_j\ge 0 .$$

The sign of the root makes waves travelling into an absorbing layer decay.

Let $z_j$ be the bottom of layer $j$, and write there

$$E=A_je^{ik_j(z-z_j)}+B_je^{-ik_j(z-z_j)},\qquad X_j=B_j/A_j .$$

Just below $z_j$ the two waves of layer $j+1$ have the values $a=A_{j+1}e^{-ik_{j+1}d_{j+1}}$ and $b=B_{j+1}e^{ik_{j+1}d_{j+1}}$, because their reference point lies a thickness $d_{j+1}$ deeper. Continuity of $E$ and $E'$ gives

$$A_j+B_j=a+b,\qquad k_j(A_j-B_j)=k_{j+1}(a-b).$$

Multiply the first equation by $k_j$, then add and subtract the second:

$$2k_jA_j=(k_j+k_{j+1})a+(k_j-k_{j+1})b,$$
$$2k_jB_j=(k_j-k_{j+1})a+(k_j+k_{j+1})b .$$

Dividing the second line by the first, with $b/a=X_{j+1}e^{2ik_{j+1}d_{j+1}}$, gives the Parratt recursion

$$X_j=\frac{r_j+X_{j+1}e^{2ik_{j+1}d_{j+1}}}{1+r_jX_{j+1}e^{2ik_{j+1}d_{j+1}}},\qquad r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}} .$$

It starts from $X=0$ in the substrate, where nothing returns, and ends with the reflectivity $R=|X_0|^2$. Its exponentials have modulus at most one, so a thick absorbing layer causes no overflow.

A transfer matrix solves the same problem without splitting the field into two waves. Writing the solution in a layer through its values at the bottom, and evaluating it a distance $d$ higher, gives

$$\begin{pmatrix}E\\E'\end{pmatrix}_{\rm top}=\begin{pmatrix}\cos kd&-k^{-1}\sin kd\\k\sin kd&\cos kd\end{pmatrix}\begin{pmatrix}E\\E'\end{pmatrix}_{\rm bottom}.$$

The substrate supplies the starting vector $(1,ik_s)$. At the surface $E=A_0+B_0$ and $E'=ik_0(A_0-B_0)$, hence $X_0=(ik_0E-E')/(ik_0E+E')$. For the sharp 10 nm oxide film treated below, the two amplitudes differ by at most $1.2\times10^{-13}$ relative to the amplitude. In the limit of zero roughness the methods therefore agree to rounding error.

## The roughness factor

Consider one interface, with normal wave number $k_a$ above and $k_b$ below, whose local height $h$ is Gaussian with mean zero and variance $\sigma^2$. Matching at $z=h$ instead of $z=0$ multiplies each wave by its phase at $h$:

$$A=\frac{k_a+k_b}{2k_a}e^{i(k_b-k_a)h}a+\frac{k_a-k_b}{2k_a}e^{-i(k_a+k_b)h}b,$$
$$B=\frac{k_a-k_b}{2k_a}e^{i(k_a+k_b)h}a+\frac{k_a+k_b}{2k_a}e^{i(k_a-k_b)h}b .$$

Now assume that $a$ and $b$ are the same at all lateral positions, and average the coefficients with $\langle e^{iqh}\rangle=e^{-q^2\sigma^2/2}$. The terms with $k_a+k_b$ gain $e^{-(k_a+k_b)^2\sigma^2/2}$ and the others $e^{-(k_a-k_b)^2\sigma^2/2}$. A common factor cancels in $B/A$, so the recursion keeps its form. Since $(k_a+k_b)^2-(k_a-k_b)^2=4k_ak_b$,

$$r_j\;\to\;r_j\,e^{-2k_jk_{j+1}\sigma_j^2}.$$

This is the Nevot-Croce factor. The assumption of common amplitudes has not been justified, so the factor needs a separate error analysis.

## Error of the factor for a graded interface

Take instead a laterally uniform interface in which $k^2(z)$ rises from $k_a^2$ to $k_b^2$ as $k_a^2+D\,\Phi(z/\sigma)$. Here $D=k_b^2-k_a^2$ and $\Phi$ is the normal cumulative distribution. Let $\psi$ be the solution for the sharp step, with reflection amplitude $r_F$, and $E$ the solution for the graded profile, with amplitude $r$; both have unit incident amplitude. The profiles differ by $\Delta=D[\Phi(z/\sigma)-H(z)]$, with $H$ the unit step.

From the two wave equations, $(\psi E'-E\psi')'=-\Delta\psi E$. Far below the interface both fields are proportional to $e^{ik_bz}$ and the bracket vanishes. Far above it equals $-2ik_a(r-r_F)$. Integration gives the identity

$$r-r_F=\frac{i}{2k_a}\int\Delta\,\psi E\,dz .$$

**Second order.** Replace $E$ by $\psi$. At the step $\psi(0)=t=2k_a/(k_a+k_b)$ and $\psi'(0)=ik_bt$, so $\psi^2\approx t^2(1+2ik_bz)$. Since $\Delta$ is odd, $\int\Delta\,dz=0$. Integration by parts gives $\int z\Delta\,dz=-D\sigma^2/2$. Therefore

$$r-r_F\approx\frac{i}{2k_a}\,2ik_bt^2\left(-\frac{D\sigma^2}{2}\right)=\frac{k_bt^2D\sigma^2}{2k_a}.$$

Inserting $t$ and $D=(k_b-k_a)(k_b+k_a)$ turns this into $-2k_ak_b\sigma^2r_F$, the first term of the Nevot-Croce exponential.

**Third order.** Two terms of order $\sigma^3$ remain in $\int\Delta\psi E\,dz$.

The first comes from the $z^2$ term of $\psi^2$, which is $-t^2[k_b^2+k^2(z)]z^2$ with the step value of $k^2$. The constant part cancels because $\Delta$ is odd. The jump of $k^2$ leaves $t^2D^2\sigma^3M$, with

$$M=\int_0^\infty u^2[1-\Phi(u)]\,du=\frac13\int_0^\infty u^3\frac{e^{-u^2/2}}{\sqrt{2\pi}}du=\frac{2}{3\sqrt{2\pi}} .$$

The second comes from $\eta=E-\psi$, which near the interface obeys $\eta''\approx-t\Delta$. Let $F'=\Delta$ and $G'=F$, both vanishing far above. Then $\eta=-tG$ plus a constant and a linear term, each with a coefficient of order $\sigma^2$. The constant integrates to zero against $\Delta$, and the linear term contributes at order $\sigma^4$. What is left is $-t^2\int\Delta G\,dz=t^2\int F^2dz$. By Parseval's theorem $\int F^2dz=D^2\sigma^3I$ with

$$I=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{(1-e^{-s^2/2})^2}{s^4}ds=\frac{1}{3\pi}\int_{-\infty}^{\infty}\frac{e^{-s^2/2}-e^{-s^2}}{s^2}ds=\frac{2}{3\sqrt\pi}\left(1-\frac1{\sqrt2}\right),$$

where each step is an integration by parts. The sum is $M+I=2/(3\sqrt\pi)$, and

$$r-r_F=-2k_ak_b\sigma^2r_F\left[1+\frac{2i}{3\sqrt\pi}\frac{D\sigma}{k_b}+O(\sigma^2)\right].$$

The Nevot-Croce factor has no $\sigma^3$ term, so the second term in the bracket is its leading error, relative to the roughness correction itself. For bare silicon at $0.28^\circ$, $|D|=2\delta\kappa^2=0.0248\ \mathrm{nm^{-2}}$ and $k_b\approx0.122\ \mathrm{nm^{-1}}$. The formula predicts 0.0152 for $\sigma=0.2$ nm and 0.0076 for 0.1 nm. Transfer matrices on a finely sliced profile give 0.01521 and 0.00761. When both wave numbers are real, this error changes the phase of $r$ and not, at this order, its modulus.

**Weak reflection.** Well above the critical angle, take uniform $k_a$ as the reference and $U=k^2(z)-k_a^2$ as the perturbation. The same identity, with both fields replaced by $e^{ik_az}$, gives after one integration by parts

$$r\approx\frac{i}{2k_a}\int Ue^{2ik_az}dz=-\frac{1}{4k_a^2}\int U'e^{2ik_az}dz=-\frac{D}{4k_a^2}e^{-2k_a^2\sigma^2}.$$

Slight absorption removes the boundary term. Here $r_F\approx-D/4k_a^2$ and $k_b\approx k_a$, so the factor is again recovered, now without requiring $k_a\sigma$ to be small.

**Total reflection.** Below the critical angle $k_b$ is almost imaginary, and $e^{-2k_ak_b\sigma^2}$ is almost a pure phase. At $0.20^\circ$ with $\sigma=0.35$ nm, the reflectivity relative to a sharp surface is 0.99971 for both the graded profile and the Nevot-Croce factor. Using $e^{-2k_a^2\sigma^2}$ in the amplitude gives 0.99011, a loss of about 1% that the graded profile does not have.

A laterally rough surface, averaged as above, and a vertically graded one thus lead to the same factor. A specular fit with this factor cannot tell them apart. The average with common amplitudes describes roughness of short lateral correlation length. When the correlation length is long, each patch reflects as a displaced flat surface and the specular factor becomes $e^{-2k_a^2\sigma^2}$, which differs from the graded profile near and below the critical angle. The factor also treats each interface separately, which is safe when $\sigma$ is much smaller than the adjacent layer thicknesses.

## What the curve contains

Apply the weak-reflection formula to a film, whose profile has one rise at the surface and one at depth $d$. Let $q=2k_0$ and $K_j=-\kappa^2\chi_j$, with $f$ for film and $s$ for substrate. Using the wave number $k_f$ inside the film for the phase,

$$R\approx\frac{1}{q^4}\left|K_fe^{-q^2\sigma_s^2/2}+(K_s-K_f)e^{-q^2\sigma_i^2/2}e^{2ik_fd}\right|^2 .$$

The fringe period, about $2\pi/d$ in $q$, fixes $d$. The mean decay fixes the surface width $\sigma_s$. The interface width $\sigma_i$ enters mainly through the fringe amplitude, because its effect on the mean is of second order in the small contrast $K_s-K_f$.

For oxide on silicon that amplitude is small. The example has $\delta=7.036\times10^{-6}$ in the oxide and $7.440\times10^{-6}$ in silicon, a difference of 5.7% of the oxide value. These values count electrons only and omit the dispersion correction $f'$. With $f'\approx0.25$ for Si and $0.05$ for O they become about $7.12\times10^{-6}$ and $7.58\times10^{-6}$, a difference of 6.4%. A fit to real data must include $f'$: leaving it out moves $d$ by only 0.003 nm here, but shifts $\sigma_i^2$ by $-0.015\ \mathrm{nm^2}$ and leaves a misfit $\chi^2$ of about 160. Against so small a difference, absorption matters: the complex contrast $K_s-K_f$ has a phase of $-0.196$ rad. For $q>3\ \mathrm{nm^{-1}}$ the formula deviates from the graded profile by at most 1.6% of $R$, and by up to about 5% if absorption is dropped from the contrast. The fringe position depends on this phase relative to that of $K_f$, which is $-0.013$ rad. At $q=3\ \mathrm{nm^{-1}}$ the difference of 0.183 rad is worth $0.183/3=0.061$ nm of thickness.

## One angle by hand

The example has $\lambda=0.154$ nm, $d=10$ nm, $\sigma_s=0.35$ nm and $\sigma_i=0.25$ nm. At $\theta=1^\circ$ the normal wave numbers are 0.71206 in vacuum, $0.69541+0.00022i$ in oxide and $0.69445+0.00041i$ in silicon, all in $\mathrm{nm^{-1}}$. The upper Fresnel coefficient has the real part

$$\frac{0.71206-0.69541}{0.71206+0.69541}=0.01183 .$$

The lower one is $(6.95-1.39i)\times10^{-4}$. The roughness factors are $0.886$ and $0.941$, and the film phase factor is $e^{2ik_fd}=0.226+0.970i$. The surface contributes $0.01183\times0.886=0.01048$ to the real part of $X_0$. The buried interface contributes

$$0.941\,(6.95-1.39i)(0.226+0.970i)\times10^{-4}=(2.7+6.1i)\times10^{-4}.$$

The denominator differs from one by less than $10^{-5}$. With the small imaginary part of the upper coefficient included, $X_0=0.01075+0.00047i$ and $R=1.1575\times10^{-4}$. The sliced profile gives the same value to these digits. Over the whole angular range the factor and the sliced profile differ by at most 0.12% of $R$. The slicing contributes to this difference: slices of thickness $h$ lower $R$ by a fraction of about $(qh)^2/12$, with $q=2k_0$, which is 0.08% at the largest angle for $h=0.02$ nm. Even if the two errors partly cancel, the error of the factor itself is at most about 0.2%, well below a measurement error of 1%.

## Inversion and its statistical error

Synthetic data were made from the sliced profile with transfer matrices, so that the fitted model did not generate its own data. There are 170 angles from $0.12^\circ$ to $3.50^\circ$, with $10^9$ incident photons each. If $m$ is the expected count and each setting also has an independent relative error of 1%, the variance is $m+(0.01m)^2$.

The unknowns are $d$, $\sigma_s^2$, $\sigma_i^2$, the film density and the incident intensity. The variances are fitted instead of the widths because $R$ depends on $\sigma^2$: its derivative with respect to $\sigma$ vanishes at $\sigma=0$ and would stall a search there. The fit proceeds as follows.

1. Choose a starting thickness and minimize the sum of squared, weighted residuals, with variances estimated from the data.
2. Repeat from other thicknesses and keep the lowest minimum.
3. Recompute the variances from the fitted model and refit, twice.

Step 3 is included because weights taken from the data favour points that happened to fluctuate downward. For these data the effect is small: about 0.4 standard errors in $\sigma_s^2$ and negligible in $d$. The film is also constrained to be less electron-dense than silicon. Reversing the sign of $K_s-K_f$ shifts the fringes by half a period, which a search could try to offset by a change of thickness. For these data a film forced to be denser than silicon fits far worse, with a misfit in the thousands, so the constraint is only a precaution.

Let $J$ be the matrix of derivatives of the weighted model and $e$ the weighted noise, with unit covariance. Linearizing the condition for a minimum gives $J^TJ\,\delta p=J^Te$, so the parameter error is $\delta p=(J^TJ)^{-1}J^Te$ and its covariance is

$$(J^TJ)^{-1}J^T\langle ee^T\rangle J(J^TJ)^{-1}=(J^TJ)^{-1}.$$

The fit returns these values:

| Quantity | True | Fitted |
|---|---|---|
| $d$ (nm) | 10 | $10.000\pm0.007$ |
| $\sigma_s$ (nm) | 0.35 | $0.3493\pm0.0005$ |
| $\sigma_i$ (nm) | 0.25 | $0.265\pm0.012$ |
| density (g/cm³) | 2.20 | $2.198\pm0.002$ |

The thickness is $100.00\pm0.07$ Å. The reduced $\chi^2$ is 0.89 for 165 degrees of freedom, below one by about its expected spread $\sqrt{2/165}=0.11$. In 120 repeated synthetic experiments the scatter was 0.88 to 1.06 times the predicted standard errors, which supports the linearized covariance for these data.

The variance $\sigma_i^2$ is determined 17 times less precisely than $\sigma_s^2$, as expected for a quantity carried by weak fringes. Its correlation with the film density is $-0.57$. A denser film has less contrast to silicon and weaker fringes, and a smaller $\sigma_i^2$ compensates for this.

All 25 starting thicknesses between 4 and 16 nm led to the same minimum. The repeated starts were therefore a precaution that these data did not need. This does not prove that the minimum is unique, and noisier data or a shorter angular range may behave differently.

## Errors of the model

The standard error presumes that the model is right. To measure what it leaves out, noise-free data containing one extra effect at a time were fitted with the unchanged model. The last column is the misfit $\chi^2$. With noise it would add to a value of about $165\pm18$.

| Omitted effect | Error in $d$ (nm) | Error in $\sigma_i^2$ (nm²) | Misfit |
|---|---|---|---|
| Unpolarized beam | $-0.0004$ | $+0.0003$ | 0.0 |
| Background, 5 counts | $+0.0003$ | $+0.0009$ | 6.5 |
| Divergence $0.02^\circ$ (full width at half maximum) | $+0.004$ | $-0.023$ | about 440 |
| $\delta$ and $\beta$ higher by 2% | $+0.002$ | $-0.019$ | 181 |
| Carbon layer, 0.5 nm | $+0.25$ | $+0.008$ | 101 |
| Dense oxide, 1 nm | $-0.99$ | $-0.073$ | 1716 |

With the graded profile alone the thickness error is $-0.0004$ nm, far below the standard error of 0.007 nm. The exponential factor is thus accurate enough here, and slicing inside the fit would gain nothing. Divergence and the 2% change in $\chi$ hardly move the thickness, but they shift $\sigma_i^2$ by about 3.7 and 3.0 of its standard errors. The divergence row needs a fine average over angle because the critical edge is sharp. Five Gauss-Hermite nodes give only 364 for the misfit and $-0.022$ for the error in $\sigma_i^2$.

Among the effects in the table, the layer structure matters most for the thickness. A carbon layer with half the oxide's $\chi$ adds 0.25 nm to the thickness, 35 standard errors, and 0.09 nm to $\sigma_s$. The last case replaces the lowest nanometre of the oxide by material of 2.4 g/cm³, keeping the total at 10 nm. Its electron density is $661.5\times2.4/2.2=722\ \mathrm{nm^{-3}}$, above the 699.5 of silicon. The profile then rises by 60 at 9 nm depth and falls by 22 at 10 nm, and the fitted thickness of 9.01 nm marks the larger step. The fitted $\sigma_i^2$ is negative, $0.0625-0.0731=-0.011\ \mathrm{nm^2}$, which together with the large misfit exposes the wrong model.

The parameters are rough typical values for a thermally grown oxide of about 10 nm measured with copper radiation. The photon number is generous for a laboratory tube and helps to keep the standard errors small. Real wafers stored in air break the assumption of a clean surface, and the oxide next to silicon need not have the density of the rest. The two layers used here are rough assumptions about such departures, not measured structures. For them the thickness moves by 0.25 nm and 1 nm. A thickness from the two-interface model should therefore be quoted to 0.01 nm only when the misfit is statistically acceptable, surface and transition layers have been excluded or included in the fit, the standard error of that fit is still below 0.01 nm, and the zero of the angle scale and the wavelength are known well enough.

These conditions are strict. If the thickness and density of the 0.5 nm carbon layer are fitted too, with both of its interfaces tied to one width $\sigma_s$, the standard error of $d$ rises from 0.007 to about 0.04 nm. If the width of the carbon-oxide interface is also free, the linearized error exceeds 1 nm, so these data cannot separate the carbon layer from the oxide without such a constraint. An angular offset of $0.002^\circ$, which the table does not include, already moves the thickness by about 0.01 nm. So does a wavelength error of 0.12%, the difference between the rounded 0.154 nm used here and the mean copper K$\alpha$ value of 0.15418 nm. The wavelength error leaves almost no misfit, so the fit does not reveal it.

## Numbers as computed

```
wavelength 0.154 nm; k0 40.7999 1/nm
density Si 2.33, oxide 2.20 g/cm3
electrons Si 699.5, oxide 661.5 per nm3
delta Si 7.4397e-06, oxide 7.0362e-06
beta Si 1.7e-07, oxide 9.0e-08
critical angle Si 0.2210 deg
true d 10.0, sigma_s 0.35, sigma_i 0.25 nm
angles 0.12 to 3.50 deg, 170 points
largest q 4.982 1/nm; fringe period 2pi/d 0.6283 1/nm
incident photons per point 1e+09; error floor 1%
smallest mean count 50.7
sharp film, max relative amplitude difference 1.2e-13
sharp random stack, max amplitude difference 4.4e-16
sigma^2 law error at 0.28 deg: sigma 0.2 nm 0.01521, 0.1 nm 0.00761, ratio 2.000
bare Si 0.20 deg, R/R_sharp: graded 0.99971, Nevot-Croce 0.99971, exp(-4k1^2 s^2) 0.99011
film, max relative R error of Nevot-Croce 1.24e-03
weak-reflection formula, max relative error for q>3/nm 0.0156
  same with absorption dropped from the contrast 0.0489
  phase of the Si-oxide contrast -0.1957 rad
worked angle 1.00 deg:
  k vacuum 7.12057e-01 +0.00000e+00i 1/nm
  k oxide 6.95413e-01 +2.15436e-04i 1/nm
  k silicon 6.94447e-01 +4.07501e-04i 1/nm
  Fresnel r01 1.18251e-02 -1.54876e-04i
  Fresnel r12 6.95297e-04 -1.38502e-04i
  roughness factors 0.88575, 0.94142 (real parts)
  film phase factor 2.25937e-01 +9.69728e-01i
  X0 1.07485e-02 +4.67632e-04i
  R recursion 1.15748e-04, graded profile 1.15749e-04
fit to noisy data (value, standard error):
  d 9.9999 +- 0.0071 nm = 99.999 angstrom
  sigma_s^2 0.12199 +- 0.00037 nm2; sigma_s 0.3493 +- 0.0005 nm
  sigma_i^2 0.07032 +- 0.00634 nm2; sigma_i 0.2652 +- 0.0120 nm
  film density 2.1981 +- 0.0016 g/cm3
  intensity scale 0.99888 +- 0.00218
  reduced chi2 0.890 with 165 degrees of freedom
  correlation density, sigma_i^2: -0.572
starts 4.0 to 16.0 nm: 25 of 25 reach the best d, from 4.0 to 16.0 nm
lowest reduced chi2 of the other end points inf
120 repeats, scatter/standard error (d, ss^2, si^2, density, scale):
  0.881, 1.010, 0.945, 0.955, 1.056
  mean offset/standard error: -0.034, +0.074, -0.036, +0.024, +0.037
omitted effects, noise-free refit: error d nm, error sigma_s nm,
  error sigma_i^2 nm2, fitted density g/cm3, total chi2
  graded profile only: -0.0004, +0.0000, +0.0000, 2.2000, 0.00
  unpolarized beam: -0.0004, +0.0005, +0.0003, 2.2000, 0.00
  divergence 0.02 deg: +0.0032, +0.0012, -0.0220, 2.2114, 364.31
  background 5 counts: +0.0003, -0.0010, +0.0009, 2.2000, 6.51
  delta 2% higher: +0.0023, +0.0006, -0.0188, 2.2089, 180.51
  0.5 nm carbon layer: +0.2476, +0.0889, +0.0075, 2.1992, 100.84
  1 nm dense oxide at Si: -0.9924, +0.0013, -0.0731, 2.1585, 1716.12
beam 0.1 mm overfills 50 mm wafer below 0.1146 deg
```
